\section*{Responsivity of photon-assisted tunnelling from differences of the dark current}

Let $I(V)$ be the dark current of a tunnel junction, measured at constant voltage $V$ without radiation. Radiation of angular frequency $\omega$ adds an alternating voltage, so that the total is
\begin{equation}
V(t)=V_0+V_\omega\cos\omega t .
\end{equation}
Take $e>0$ and define the photon voltage and the dimensionless drive
\begin{equation}
v=\frac{\hbar\omega}{e},\qquad \alpha=\frac{eV_\omega}{\hbar\omega}=\frac{V_\omega}{v}.
\end{equation}
The current responsivity $R$ is the change $\Delta I$ of the direct current divided by the alternating power $P$ that the junction absorbs, in the limit $\alpha\to0$. Power that is reflected before it reaches the junction is not counted in $P$.

The model makes four assumptions. Tunnelling is treated to lowest order in the coupling between the electrodes. The alternating potential is uniform inside each electrode, so it shifts all levels there together and leaves their occupations unchanged. The voltage is stiff: the current does not alter $V(t)$. Finally, the current is carried by single electrons or quasiparticles; in a superconducting junction the tunnelling of pairs must be suppressed.

Measure energies in each electrode from its own Fermi level, and let a positive voltage raise the left electrode. A left state $l$ then has energy $E_l+eV_0+eV_\omega\cos\omega t$, and a right state $r$ has energy $E_r$. Since $\int_0^t eV_\omega\cos\omega t'\,dt'/\hbar=\alpha\sin\omega t$, the left state carries the phase factor
\begin{equation}
e^{-i(E_l+eV_0)t/\hbar}\,e^{-i\alpha\sin\omega t}
=\sum_{n=-\infty}^{\infty}J_n(\alpha)\,e^{-i(E_l+eV_0+n\hbar\omega)t/\hbar},
\end{equation}
by the Fourier series of $e^{-i\alpha\sin\omega t}$, whose coefficients are Bessel functions. With a tunnelling matrix element $M$, first-order perturbation theory gives the amplitude for $l\to r$,
\begin{equation}
c_r(t)=-\frac{iM}{\hbar}\sum_nJ_n(\alpha)\int_0^t
e^{i(E_r-E_l-eV_0-n\hbar\omega)t'/\hbar}\,dt' .
\end{equation}
Each integral is sharply peaked in $E_r$ at its own resonance. Its squared modulus, integrated over a smooth density of final states, grows in proportion to $t$. The product of two different integrals does not, because where one is at its peak the other is of order $1/\omega$. At long times the rate is therefore a sum of separate golden-rule rates,
\begin{equation}
\Gamma_{l\to r}=\frac{2\pi}{\hbar}|M|^2\sum_nJ_n^2(\alpha)\,
\delta(E_r-E_l-eV_0-n\hbar\omega).
\end{equation}
The reverse transition has, up to a sign, the complex-conjugate amplitude and hence the same rate. With Fermi occupations $f$, the net flow contains
\begin{equation}
f(E_l)[1-f(E_r)]-f(E_r)[1-f(E_l)]=f(E_l)-f(E_r).
\end{equation}
Summing over states with densities $N_L$ and $N_R$, and collecting constants in $K$, gives
\begin{equation}
I_{\rm dc}=\sum_nJ_n^2(\alpha)\,K\!\int\! dE\,N_L(E)N_R(E+eV_0+n\hbar\omega)
\,[f(E)-f(E+eV_0+n\hbar\omega)] .
\end{equation}
Without drive only $n=0$ survives, and the integral is the dark current at $V_0$. The term $n$ is the same integral with $V_0$ replaced by $V_0+nv$. Thus
\begin{equation}
I_{\rm dc}=\sum_nJ_n^2(\alpha)\,I(V_0+nv). \label{dc}
\end{equation}
This is the Tien--Gordon formula. The densities of states enter through the measured dark curve alone.

The absorbed power follows from the same counting. An electron that crosses from left to right in sideband $n$ gains $E_r-E_l=eV_0+n\hbar\omega$. The bias source supplies $eV_0$ and the alternating source supplies $n\hbar\omega$. A reverse crossing changes both signs, so the net flow again appears:
\begin{equation}
P=\sum_n n\hbar\omega\,\frac{J_n^2(\alpha)I(V_0+nv)}{e}
=v\sum_n nJ_n^2(\alpha)\,I(V_0+nv). \label{power}
\end{equation}
In a steady state this must equal the cycle average of the alternating voltage times the current, $P=\tfrac12V_\omega I_\omega$, where $I_\omega$ is the amplitude of the current in phase with the voltage. Using $V_\omega=\alpha v$ and the recurrence $2nJ_n/\alpha=J_{n-1}+J_{n+1}$,
\begin{equation}
I_\omega=\frac{2P}{\alpha v}=\sum_nJ_n(\alpha)\,[J_{n-1}(\alpha)+J_{n+1}(\alpha)]\,I(V_0+nv).
\end{equation}

For a weak signal, $J_0=1-\alpha^2/4+\dots$ and $J_{\pm1}=\pm\alpha/2+\dots$, so
\begin{equation}
J_0^2=1-\frac{\alpha^2}{2}+O(\alpha^4),\qquad
J_{\pm1}^2=\frac{\alpha^2}{4}+O(\alpha^4),\qquad J_{\pm2}^2=O(\alpha^4).
\end{equation}
Write $I_0=I(V_0)$ and $I_\pm=I(V_0\pm v)$. Subtracting $I_0$ from the direct current, and keeping $n=\pm1$ in the power, gives
\begin{equation}
\Delta I=\frac{\alpha^2}{4}\,(I_+-2I_0+I_-),\qquad
P=\frac{\alpha^2}{4}\,v\,(I_+-I_-). \label{weak}
\end{equation}
The drive cancels in the ratio:
\begin{equation}
R=\frac{\Delta I}{P}=\frac{e}{\hbar\omega}\;
\frac{I(V_0+v)-2I(V_0)+I(V_0-v)}{I(V_0+v)-I(V_0-v)} . \label{R}
\end{equation}
The second difference by itself measures the rectified current at given voltage amplitude. To obtain a responsivity it must be divided by the first difference, which measures the absorption.

At low frequency, $v$ is small compared with the voltage over which the curvature of $I$ changes. Then
\begin{align}
I_+-2I_0+I_-&=v^2I''+\frac{v^4}{12}I''''+\dots,\\
I_+-I_-&=2vI'+\frac{v^3}{3}I'''+\dots,
\end{align}
with all derivatives at $V_0$. Dividing, and expanding the denominator once, for $I'$ and $I''$ different from zero,
\begin{equation}
R=\frac{I''}{2I'}\left[1+v^2\left(\frac{I''''}{12I''}-\frac{I'''}{6I'}\right)+O(v^4)\right]. \label{taylor}
\end{equation}
The leading term contains no $\hbar$. It is classical rectification: averaging $I(V_0+V_\omega\cos\omega t)$ over a cycle gives $\Delta I=I''V_\omega^2/4$, the power is $P=I'V_\omega^2/2$, and their ratio is $I''/(2I')$.

At high frequency the decisive case is a sharp onset at $V_g$, with negligible current for $|V|<V_g$. If
\begin{equation}
0<V_g-V_0<v\qquad\text{and}\qquad V_0-v>-V_g, \label{window}
\end{equation}
only $I_+$ is appreciable. Both differences in (\ref{R}) reduce to $I_+$, and $R=e/\hbar\omega$: each absorbed photon transfers one electron. The second condition keeps the reverse branch of the curve closed. At $V_0=0$, a curve odd in $V$ has $I_-=-I_+$ and $I_0=0$, so $R=0$, although power is absorbed once $v>V_g$. If instead the onset lies between one and two photons above the bias, both expressions in (\ref{weak}) vanish. With the reverse branch closed for two photons as well, $V_0-2v>-V_g$, the first surviving terms are $\Delta I=J_2^2I(V_0+2v)$ and $P=2vJ_2^2I(V_0+2v)$, whose ratio is $e/(2\hbar\omega)$: two photons per electron, with a current of order $\alpha^4$.

An exponential curve, $I=I_s(e^{V/V_t}-1)$, joins the two limits in closed form. With $x=v/V_t$, the common factor $I_se^{V_0/V_t}$ cancels and
\begin{equation}
R=\frac1v\,\frac{e^x-2+e^{-x}}{e^x-e^{-x}}
=\frac1v\,\frac{4\sinh^2(x/2)}{4\sinh(x/2)\cosh(x/2)}
=\frac1v\tanh\frac{v}{2V_t}.
\end{equation}
This tends to $1/(2V_t)$ for $v\ll V_t$ and to $1/v$ for $v\gg V_t$. What counts as sharp is thus set by the photon voltage.

For the general curve put $a=I_+-I_0$ and $b=I_0-I_-$. Then
\begin{equation}
R=\frac1v\,\frac{a-b}{a+b}=\frac1v\left(1-\frac{2b}{a+b}\right). \label{ab}
\end{equation}
A constant background current drops out; what lowers $R$ is a rise of the current between $V_0-v$ and $V_0$. With the bias just above a sharp step, $b$ can exceed $a$, and the light then reduces the direct current.

If $I(V)$ never falls with $V$, then $a,b\ge0$ and $|R|\le e/\hbar\omega$. The bound holds at any drive. Since $\sum_nJ_n^2=1$ and $\sum_nnJ_n^2=0$, and since $I(V_0+nv)-I_0$ has the sign of $n$ or vanishes,
\begin{equation}
|\Delta I|\le\sum_n|n|J_n^2\,|I(V_0+nv)-I_0|
=\sum_nnJ_n^2\,[I(V_0+nv)-I_0]=\frac{P}{v}.
\end{equation}
A falling stretch of the curve can break the bound. In dimensionless units take $I(u)=ue^{1-u}+e^{4(u-4)}$, with bias $u=3$ and photon voltage $1.5$. The currents at $u=1.5$, $3$ and $4.5$ are $0.910$, $0.424$ and $7.525$, so $b$ is negative and $Rv=1.147$. The photon-emission sideband returns energy to the source, which lowers the net absorbed power while it raises the direct current.

A superconductor--insulator--superconductor junction has the required sharp onset, at the gap voltage $2\Delta/e$. Take rough typical values for a millimetre-wave detector: $\Delta=1.4$ meV, normal resistance $R_n=20\ \Omega$, temperature $4.2$ K, bias $2.40$ mV and frequency $230$ GHz. The dark quasiparticle current is modelled by
\begin{equation}
I(V)=\frac{1}{eR_n}\int dE\,N(E)N(E+eV)[f(E)-f(E+eV)],
\end{equation}
\begin{equation}
N(E)=\left|\,{\rm Re}\,\frac{E+i\gamma}{\sqrt{(E+i\gamma)^2-\Delta^2}}\right| .
\end{equation}
Here $N$ is the superconducting density of states relative to the normal one, and $\gamma=0.03$ meV is a phenomenological broadening. The integral is summed on a uniform energy grid of step $0.004$ meV; a smaller $\gamma$ calls for a correspondingly finer step.

The photon voltage is $v=0.951$ mV. The gap voltage, $2.80$ mV, lies $0.40$ mV above the bias, so both conditions in (\ref{window}) hold. The three currents are $I_-=3.738\ \mu$A at $1.449$ mV, $I_0=8.966\ \mu$A, and $I_+=138.798\ \mu$A at $3.351$ mV. Hence
\begin{equation}
R=\frac{1}{0.9512\ {\rm mV}}\;\frac{138.798-2(8.966)+3.738}{138.798-3.738}
=\frac{0.9226}{0.9512\ {\rm mV}}=970\ {\rm A/W},
\end{equation}
since $1/{\rm mV}=1000$ A/W. The quantum value $e/\hbar\omega$ is $1051$ A/W. The deficit of $7.7\%$ relative to it is $2b/(a+b)$ with $b=5.23\ \mu$A. Lowering the temperature to $2.0$ K at fixed gap and broadening does not remove it: $R$ becomes $959$ A/W, slightly less than before, so $b/(a+b)$ has grown. Reducing the broadening does remove it: with $\gamma=0.001$ meV, $Rv$ is $0.999$ at $4.2$ K, where $b$ drops to $0.10\ \mu$A, and $0.997$ at $0.3$ K. In this model the deficit is therefore set by the assumed $\gamma$, which stands in for the subgap current of a real junction.

With the bias and the dark curve held fixed, the frequency dependence is

\begin{center}
\begin{tabular}{rrr}
$\omega/2\pi$ (GHz) & $R$ (A/W) & $Rv$\\
1 & 2165 & 0.009\\
20 & 2173 & 0.180\\
60 & 2228 & 0.553\\
115 & 1924 & 0.915\\
230 & 970 & 0.923\\
460 & 489 & 0.930
\end{tabular}
\end{center}

The first entry agrees with $I''/(2I')=2165$ A/W from numerical derivatives. The initial rise means that the bracket in (\ref{taylor}) exceeds one for this curve and bias. One photon reaches the gap above $0.40\ {\rm mV}\times e/h=97$ GHz; in the table from $115$ to $460$ GHz, $Rv$ stays near $0.92$ and $R$ falls nearly as $1/\omega$. Classical behaviour does not require $\alpha\ll1$. At $1$ GHz and an amplitude of $0.02$ mV, $\alpha=4.84$, yet the full sums (\ref{dc}) and (\ref{power}) and a classical cycle average both give $2166$ A/W.

For biases from $2.00$ to $3.00$ mV, the classical expression peaks at about $8200$ A/W, at $2.74$ mV. At $230$ GHz that would mean nearly eight electrons per photon. The quantum formula gives at most $1000$ A/W in this range, at its lower end. At $3.00$ mV, above the gap, it gives $-286$ A/W, the negative response expected when $b>a$.

An absorbed power of $1.0$ nW requires $\alpha=0.177$, or $V_\omega=0.168$ mV, when the sidebands are summed without expansion. The photocurrent is $0.967\ \mu$A, and $\Delta I/P$ is $0.27\%$ below its small-signal value.

Junctions of this kind serve in millimetre-wave receivers, mostly as mixers, near $4$ K and with gap voltages near $3$ mV. The chosen numbers lie in that regime, but $970$ A/W is a model result per absorbed watt. A real junction also has capacitance, here roughly $C=75$ fF for an area of $1\ \mu{\rm m}^2$, so $\omega R_nC=2.17$ and the capacitive susceptance is $B=2.17/(20\ \Omega)=108$ mS. From (\ref{weak}) with $P=\tfrac12GV_\omega^2$, the signal conductance is $G=(I_+-I_-)/(2v)=71$ mS. A source of conductance $G_s$ and current amplitude $I_s$ has available power $I_s^2/(8G_s)$ and delivers $\tfrac12GI_s^2/[(G_s+G)^2+B^2]$. For $G_s=G$ the absorbed fraction is
\begin{equation}
\frac{4G^2}{4G^2+B^2}=\frac{1}{1+(108/142)^2}\approx0.63 .
\end{equation}
For this choice of source, without a tuning circuit and leaving out the reactive part of the tunnel current, the responsivity per available watt would be about $610$ A/W. The reactive part, obtained from the dark curve by a Kramers--Kronig transform, is here an inductive susceptance of about $13$ mS; including it raises the fraction to about $0.69$ and the figure to about $670$ A/W. Another source conductance gives another value.

The assumption most at risk is the absence of pair tunnelling. The Ambegaokar--Baratoff expression, taken here as an input, gives a critical current $I_c=(\pi\Delta/2eR_n)\tanh(\Delta/2k_BT)=105\ \mu$A, over a hundred times the photocurrent. At the bias point this current oscillates at $\omega_J=2eV_0/\hbar$. Its amplitude depends on voltage and grows towards the gap, so taking it as $I_c$ gives a rough estimate on the low side. If the capacitance alone carried it, the voltage amplitude would be $I_c/(\omega_JC)=0.19$ mV, larger than the signal amplitude of $0.17$ mV. The voltage is then not stiff, and the derivation of (\ref{R}) no longer strictly covers the junction. This alone does not imply a large error in $R$: the photon voltage of the oscillation is $\hbar\omega_J/e=2V_0=4.8$ mV, so on this estimate its dimensionless drive is only $0.04$. This obstacle is removed if the pair current is suppressed, for instance by a magnetic field in the plane of the barrier; the bias and signal circuits must still keep the voltage stiff.

All numerical values are calculated from the stated model.
